# When Drift Overtakes Diffusion for Copper Ions in a Thin Dielectric

Two copper lines on a chip are separated by 20 nm of insulator. If copper ions enter the insulator at one line, they spread by diffusion even with no voltage applied, and a voltage of the right sign between the lines pushes them across. At what field does the push begin to matter as much as the spreading?

Algebra below is in atomic units, so the elementary charge is 1 and $kT$ is an energy. Numbers are in nm, eV and kV/cm.

## The estimate on the back of an envelope

Let ions of charge $z$ have mobility $\mu$ and diffusion coefficient $D$ in a film of thickness $L$. Their concentration is $n_0$ at the source plane $x=0$ and zero at the far plane $x=L$. A uniform internal field $E$ points from source to far plane.

If all ions had the source concentration, drift would carry a flux $n_0\mu E$. With no field, the gradient $n_0/L$ carries a flux $Dn_0/L$. The ratio of these two scales is

$$\frac{n_0\mu E}{Dn_0/L}=\frac{\mu EL}{D}.$$

Near equilibrium $\mu=zD/kT$, the Einstein relation derived below. The ratio becomes

$$v=\frac{zEL}{kT},$$

and it equals one at

$$E_1=\frac{kT}{zL}.$$

For a singly charged ion the voltage across the film then equals the thermal voltage. At 400 K, $kT=0.03447$ eV, so

$$E_1=\frac{0.03447\ \text{V}}{20\ \text{nm}}=1.723\times10^{-3}\ \text{V/nm}=17.2\ \text{kV/cm}.$$

Both $D$ and $n_0$ have cancelled. The field scales as $T/(zL)$: it is 12.9 kV/cm at 300 K and 25.9 kV/cm at 600 K, and a doubly charged ion at 400 K needs only 8.6 kV/cm.

The estimate compares two separate scales. In the film both processes act together and shape the concentration profile, so the actual flux needs a calculation.

## Why mobility and diffusion are tied together

Let an ion hop between sites a distance $a$ apart over equal barriers, with rate $\Gamma$ in each direction at zero field. Each hop changes its position by $\pm a$, and hops occur at total rate $2\Gamma$. The variance of position therefore grows as $2\Gamma a^2t$. Setting this equal to $2Dt$ gives $D=a^2\Gamma$.

A field lowers the energy by $zEa$ over one forward hop, and by half of that at the barrier top midway. With $h=zEa/kT$, the forward and backward rates are $\Gamma_\pm=\Gamma e^{\pm h/2}$. The drift velocity is

$$a(\Gamma_+-\Gamma_-)=2a\Gamma\sinh\frac h2\approx a\Gamma h=\frac{zD}{kT}E,$$

where the approximation holds for $h\ll1$. The coefficient of $E$ is the mobility, so $\mu=zD/kT$.

## The steady flux

For an ion energy $U(x)$, write $u=U/kT$. The flux is

$$J=-D\left(n'+nu'\right).$$

A uniform field has $U=-zEx$, so the second term is $+DnzE/kT=n\mu E$, directed away from the source as it should be. In steady state $J$ is the same at every $x$. Multiplying by $e^u$ turns the bracket into a single derivative:

$$Je^u=-D\,(ne^u)'.$$

Integrate from 0 to $L$, using $n(0)=n_0$ and $n(L)=0$:

$$J=\frac{Dn_0e^{u(0)}}{\int_0^Le^{u}\,dx}.$$

For the uniform field, $u=-vx/L$ and $u(0)=0$. The integral is $L(1-e^{-v})/v$, and hence

$$J=\frac{Dn_0}{L}R(v),\qquad R(v)=\frac{v}{1-e^{-v}}.$$

For small $v$, $1-e^{-v}\approx v(1-v/2)$, so $R\approx1+v/2$: diffusion dominates and the field is a correction. For large $v$, $R\approx v$ and $J\approx n_0\mu E$: drift carries the flux through most of the film. Only in a layer of thickness about $L/v$ at the far plane, where the concentration falls to zero, does diffusion take over.

At $v=1$, $R=1.58$. The flux is not twice its zero-field value, as adding the two scales would suggest, because the concentration falls below $n_0$ inside the film and drift acts on that smaller concentration.

The share carried by each process follows from averaging $J=-Dn'+\mu En$ over the film:

$$J=\frac{Dn_0}{L}+\frac{\mu E}{L}\int_0^Ln\,dx.$$

The averaged diffusion term depends only on the end concentrations. Its share is $1/R$, and the drift share is $1-1/R$. At $v=1$ drift carries 37% and diffusion 63%. The shares are equal when $R=2$, which is also where the field has doubled the flux. Solving $v=2(1-e^{-v})$ gives $v=1.59$.

## The crossing time

A second question is how long one ion takes to cross, if it cannot escape back through the source plane. Let $T_i$ be the mean time to reach the far plane from site $i$. The ion waits a mean time $1/(\Gamma_++\Gamma_-)$ and then hops forward or backward with probabilities proportional to $\Gamma_\pm$. Multiplying the resulting equation for $T_i$ by the total rate gives

$$\Gamma_+(T_{i+1}-T_i)+\Gamma_-(T_{i-1}-T_i)=-1.$$

Expand the differences to second order in $a$. The first-derivative coefficient is $a(\Gamma_+-\Gamma_-)\approx\mu E=Dv/L$. The second-derivative coefficient is $a^2(\Gamma_++\Gamma_-)/2\approx D$. With $s=x/L$ and $T=(L^2/D)\tau(s)$,

$$\tau''+v\tau'=-1,\qquad \tau'(0)=0,\qquad \tau(1)=0.$$

The first condition reflects ions at the source; the second says that an ion at the far plane has arrived. Multiplying by $e^{vs}$ gives $(e^{vs}\tau')'=-e^{vs}$. Integration from 0 to $s$ yields $\tau'=-(1-e^{-vs})/v$. A second integration gives

$$\tau(0)=\int_0^1\frac{1-e^{-vs}}{v}\,ds=\frac{v-1+e^{-v}}{v^2}.$$

For small $v$ this tends to $1/2$, the diffusion time $L^2/2D$. For large $v$ it tends to $1/v$, the drift time $L/\mu E$. Equating these two separate times gives $v=2$. Halving the actual mean time requires $\tau(0)=1/4$, or $v=2.56$.

## Comparing the estimate with the calculation

| Meaning of "comparable" | $v$ | Field (kV/cm) |
|---|---:|---:|
| Flux scales equal | 1 | 17.2 |
| Flux doubled, shares equal | 1.59 | 27.5 |
| Separate times equal | 2 | 34.5 |
| Mean crossing time halved | 2.56 | 44.1 |

The estimate gives the right scale, and these criteria spread over a factor of 2.6. The figure of 17 kV/cm marks the lower part of a gradual crossover.

To attach times to it, take a hop length of 0.5 nm, a barrier of 1.2 eV and an attempt rate of $10^{13}$ per second. These give $D=1.9\times10^{-17}$ cm²/s. Then

$$\frac{L^2}{2D}=\frac{(2\times10^{-6}\ \text{cm})^2}{2(1.9\times10^{-17}\ \text{cm}^2/\text{s})}\approx1.05\times10^5\ \text{s},$$

or 1.2 days. At $v=1$ the mean time is 0.90 days (these are continuum values; the chain of 40 hops itself gives 0.92). With 0.7 V across the film, $v=0.7/0.03447=20.3$ and the time is 0.11 days. The barrier enters $D$ exponentially, so the times could be wrong by orders of magnitude; their ratios at fixed $D$ do not share that uncertainty, provided the barriers are equal and the ion is not trapped at the source plane. An amorphous insulator has a spread of barriers, and the image well discussed below changes both the times and their ratios.

## What can move the answer

**Contact potential.** The field in $v$ is the internal one. Unlike electrodes can produce a voltage across the film with none applied. A difference of 0.1 V is 2.90 thermal voltages, equivalent to 50 kV/cm. Added to an applied $v=1$, it raises $R$ from 1.58 to 3.98. In opposition it makes $v=-1.90$ and $R=0.33$, so ions then cross against the net field by diffusion.

**Space charge.** By Gauss's law, a uniform ion density $n_0$ changes the field across the film by $4\pi zn_0L/\kappa$, where $\kappa$ is the relative permittivity. Relative to $E_1$ this is

$$\frac{4\pi z^2n_0L^2}{\kappa kT}.$$

For $\kappa=2.7$ it reaches one at $1.3\times10^{16}$ cm⁻³. Positive charge raises the potential inside the film while the electrodes hold the end values. This increases $\int e^u\,dx$ and lowers the flux. Solving Poisson's equation together with the flux equation, at a fixed total voltage of one thermal voltage, gives $J/(Dn_0/L)=1.58$, 1.52 and 1.19 for source densities of $10^{15}$, $10^{16}$ and $10^{17}$ cm⁻³. The same charge also lowers the zero-voltage flux, to 0.997, 0.97 and 0.79, so the gain from one thermal voltage changes much less: 1.58, 1.57 and 1.52. The mean ion spacings are 100, 46 and 22 nm, all larger than the film thickness, so a smooth charge density is itself a rough approximation here.

**Image forces.** The metal plates attract the ion. At mid-film its image charges lie at distances $L,2L,3L,\ldots$ on both sides with alternating signs. They produce a potential $-(2z/\kappa L)(1-\tfrac12+\tfrac13-\cdots)=-2z\ln2/(\kappa L)$. The interaction energy is half the charge times this potential, because the images are induced by the ion:

$$U_{\text{mid}}=-\frac{z^2\ln2}{\kappa L}=-0.54\,kT.$$

Let $n_0$ now be the concentration that the source would maintain at sites without image energy. At fixed $n_0$, image attraction multiplies the zero-field flux by 2.7. It changes the ratio of flux at $v=1$ to zero-field flux only from 1.58 to 1.61. The attraction is symmetric about mid-film and acts on both fluxes, so near $v=1$ most of its effect cancels in the ratio; the flux doubles at $v=1.48$ instead of 1.59. The cancellation fails at large $v$, where the field lowers the image barrier near the source. At $v=20.3$ the ratio is about 150 instead of 20, or about 120 and 50 if the image energy is held constant within 1 and 2 nm of the plates. The crossing time is more sensitive still, because the ion starts in the image well at the source plate. With the image energy held constant within 2, 1 and 0.5 nm of the plates, the zero-field time on the 40-hop chain grows by factors of 1.4, 3.7 and 85, and the time is halved at $v=2.2$, 1.8 and 1.5. The times and the last table row above hold only without image forces.

**Large fields.** At $v=1$, $h=va/L=0.025$, and the exact hopping velocity exceeds the linear law by a fraction 0.000026. At 3 MV/cm, $v=174$ and $h=4.35$; the hopping velocity is then twice the linear value.

**A blocking electrode.** If the far plane stops ions without removing them, the steady flux is zero. Then $(ne^u)'=0$, and $n(L)/n(0)=e^v$. At $v=1$ the dilute-ion profile piles up by a factor 2.7 at the far side. The crossover voltage now sets the scale of this pile-up, not of a steady flux, and the flux formula no longer applies.

## Beside a real interconnect

The thickness, permittivity and temperature are in the rough regime of low-permittivity insulation between narrow copper lines. A line voltage of 0.7 V gives 350 kV/cm, about 20 times $E_1$, so this model places a biased gap well on the drift side. The crossover itself is only about 0.3% of a rough breakdown field of 5 MV/cm. Real lines have barrier layers intended to restrict copper entry. In the dilute model a lower fixed $n_0$ reduces the flux without moving $E_1$. If entry through the barrier is the slow step, however, $n_0$ is no longer fixed and $R(v)$ does not describe the leakage. A 0.1 V contact difference would shift the applied field needed for $v=1$ by 50 kV/cm, nearly three times the crossover field. The 17 kV/cm figure should therefore be read as an internal field for dilute ions. The numerical output lists the values used.

## Computed values

```
film thickness: 20 nm
temperature: 400 K
relative permittivity: 2.7
hop length: 0.5 nm
hop barrier: 1.2 eV
attempt rate: 1e+13 1/s
thermal energy: 0.03447 eV
crossover field, v=1: 17.23 kV/cm
crossover field, charge 2: 8.617 kV/cm
crossover field at 300 K: 12.93 kV/cm
crossover field at 600 K: 25.85 kV/cm
flux / zero-field flux at v=1: 1.582
mean drift share at v=1: 0.3679
flux doubled, v: 1.594
flux doubled, field: 27.47 kV/cm
separate times equal, v: 2
separate times equal, field: 34.47 kV/cm
mean time halved, v: 2.557
mean time halved, field: 44.07 kV/cm
diffusion coefficient: 1.9e-17 cm2/s
mobility: 5.51e-16 cm2/Vs
mean time, zero field: 1.22 days
mean time, v=1: 0.897 days
line voltage: 0.7 V
line field: 350 kV/cm
line v: 20.31
mean time, line voltage: 0.114 days
stress field: 3 MV/cm
stress v: 174.1
hopping speed / linear drift, stress: 1.998
hopping correction at v=1: 2.6e-05
contact difference: 0.1 V
contact difference / thermal voltage: 2.901
flux ratio, contact aids v=1: 3.982
flux ratio, contact opposes v=1: 0.3339
image energy at centre / kT: -0.5362
image: zero-field flux factor: 2.676
image: flux ratio at v=1: 1.614
density for unit space-charge coupling: 1.29e+16 1/cm3
source 1e+15 1/cm3: coupling 0.0778, flux ratio 1.576, spacing 100 nm
source 1e+16 1/cm3: coupling 0.778, flux ratio 1.524, spacing 46.4 nm
source 1e+17 1/cm3: coupling 7.78, flux ratio 1.191, spacing 21.5 nm
rough breakdown field: 5 MV/cm
crossover / breakdown field: 0.0034
```
